First Hyperpolarizability: Sum over States and the Two-State Limit

**1. The trouble with direct perturbation theory**

Apply second-order time-dependent perturbation theory to a molecule in a light field and let the ground state appear among the intermediate states. One of the terms is then

⟨0|μ_i|m⟩ ⟨m|μ_a|0⟩ ⟨0|μ_b|0⟩ / [(ω_m − ω_a − ω_b)(0 − ω_b)].

If ⟨0|μ_b|0⟩ ≠ 0, it diverges as ω_b → 0, although the second-order response of a nondegenerate ground state to a static field is finite. The divergences must cancel between terms. In the terms that contain an excited state m they do so separately for each m, and the terms that contain only the ground state add up to zero among themselves. The dipole also contains the term ⟨0|μ_b|0⟩ ⟨0|μ_i|m⟩ ⟨m|μ_a|0⟩ / [ω_b (ω_m − ω_a)]. Since 1/(ω_m − ω_a) − 1/(ω_m − ω_a − ω_b) = −ω_b/[(ω_m − ω_a)(ω_m − ω_a − ω_b)], the two terms add to the finite result −⟨0|μ_i|m⟩ ⟨m|μ_a|0⟩ ⟨0|μ_b|0⟩ / [(ω_m − ω_a)(ω_m − ω_a − ω_b)]. Individual terms are nevertheless singular, and the static limit cannot be taken term by term. The derivation below removes these terms at the start. What remains is symmetric in all three dipole factors and finite term by term at zero frequency, and its two-state limit can be read off directly.

**2. Setting and conventions**

Atomic units are used in the algebra. The field-free Hamiltonian H₀ has a nondegenerate ground state |0⟩ with energy set to zero, and excited states |n⟩ with energies ω_n > 0. In the dipole approximation

H(t) = H₀ − μ·F(t).

Write the field as a sum of components,

μ·F(t) = Σ_a μ_a F_a exp(−iω_a t).

The label a stands for a frequency and a Cartesian axis, and μ_a is the dipole component along that axis. Since F(t) is real, each component a has a partner on the same axis with frequency −ω_a and amplitude F_a*.

The second-order dipole defines the first hyperpolarizability β:

p_i^(2)(t) = ½ Σ_ab β_iab(−ω_σ; ω_a, ω_b) F_a F_b exp(−iω_σ t), with ω_σ = ω_a + ω_b.

The factor ½ makes the static β the second derivative of the dipole with respect to the field. This is the Taylor convention. If the ½ is left out of the definition, every β below is halved.

The field is switched on slowly, there is no damping, and no denominator in the final formula is close to zero.

**3. Removing the permanent dipole**

Define the dipole measured from its ground-state value,

d = μ − ⟨0|μ|0⟩.

Then ⟨0|d|0⟩ = 0, while d and μ have the same matrix elements between different states. Moving the origin of coordinates adds a constant to μ and leaves d unchanged, even for a charged system.

Write the wave function as ψ = exp(iθ) χ, with dθ/dt = ⟨0|μ|0⟩·F(t). The Schrödinger equation becomes

exp(iθ) [i ∂χ/∂t − (dθ/dt) χ] = exp(iθ) (H₀ − μ·F) χ,

so that

i ∂χ/∂t = (H₀ − μ·F + ⟨0|μ|0⟩·F) χ = (H₀ − d·F) χ.

The phase θ has no effect on expectation values. Since χ is normalized, ⟨μ⟩ = ⟨0|μ|0⟩ + ⟨χ|d|χ⟩. We may therefore work with d throughout.

**4. Amplitudes to second order**

Expand χ = (1 + g)|0⟩ + Σ_{n≠0} c_n |n⟩. To first order,

i dg^(1)/dt = −Σ_a ⟨0|d_a|0⟩ F_a exp(−iω_a t) = 0,

i dc_n^(1)/dt = ω_n c_n^(1) − Σ_a ⟨n|d_a|0⟩ F_a exp(−iω_a t).

Hence g^(1) = 0. For c_n^(1), try a solution with the time dependence exp(−iω_a t). The left side gives ω_a c_n^(1), so (ω_n − ω_a) times the amplitude equals ⟨n|d_a|0⟩ F_a:

c_n^(1) = Σ_a ⟨n|d_a|0⟩ F_a exp(−iω_a t) / (ω_n − ω_a).

Slow switching excludes an additional free oscillation exp(−iω_n t).

In second order the source of c_m is d acting on the first-order state. That state has no ground-state part, so n runs over excited states:

i dc_m^(2)/dt = ω_m c_m^(2) − Σ_a Σ_{n≠0} ⟨m|d_a|n⟩ F_a exp(−iω_a t) c_n^(1).

Solving in the same way,

c_m^(2) = Σ_ab Σ_{n≠0} ⟨m|d_a|n⟩ ⟨n|d_b|0⟩ F_a F_b exp[−i(ω_a+ω_b)t] / [(ω_m − ω_a − ω_b)(ω_n − ω_b)].

The ground-state amplitude g^(2) contains a part that grows linearly in time, because the field shifts the ground-state energy. In the second-order dipole it multiplies ⟨0|d_i|0⟩ = 0 and drops out.

**5. The six terms**

The second-order dipole is

p_i^(2) = Σ_m ⟨0|d_i|m⟩ c_m^(2) + Σ_m c_m^(2)* ⟨m|d_i|0⟩ + Σ_mn c_m^(1)* ⟨m|d_i|n⟩ c_n^(1).

The conjugated amplitudes contain F_a* exp(+iω_a t). Since the sum covers all components, we may rename each a as its partner, which replaces F_a* by F_a and ω_a by −ω_a. For example,

c_m^(1)* = Σ_a ⟨0|d_a|m⟩ F_a exp(−iω_a t) / (ω_m + ω_a).

All three parts now have the form Σ_ab Q_ab F_a F_b exp(−iω_σ t). With m and n exchanged in the second part, Q_ab is the sum over m, n ≠ 0 of

T1 = ⟨0|d_i|m⟩ ⟨m|d_a|n⟩ ⟨n|d_b|0⟩ / [(ω_m − ω_σ)(ω_n − ω_b)],

T2 = ⟨0|d_b|m⟩ ⟨m|d_a|n⟩ ⟨n|d_i|0⟩ / [(ω_m + ω_b)(ω_n + ω_σ)],

T3 = ⟨0|d_a|m⟩ ⟨m|d_i|n⟩ ⟨n|d_b|0⟩ / [(ω_m + ω_a)(ω_n − ω_b)].

The product F_a F_b is symmetric in a and b, so Σ Q_ab F_a F_b = ½ Σ (Q_ab + Q_ba) F_a F_b. Comparison with the definition gives β_iab = Q_ab + Q_ba, which has six terms.

**6. Full permutation symmetry**

Give each index its own signed frequency:

Ω_i = −ω_σ, Ω_a = ω_a, Ω_b = ω_b, so that Ω_i + Ω_a + Ω_b = 0.

In T1 the left factor is d_i and the first denominator is ω_m + Ω_i. The right factor is d_b and the second denominator is ω_n − Ω_b. T2 and T3 follow the same rule: the left dipole contributes +Ω and the right dipole −Ω. The terms T1, T2, T3 and their a ↔ b partners place the three dipoles in all six orders. Therefore

β_iab(−ω_σ; ω_a, ω_b) = Σ_perm Σ_{m,n≠0} ⟨0|d_x|m⟩ ⟨m|d_y|n⟩ ⟨n|d_z|0⟩ / [(ω_m + Ω_x)(ω_n − Ω_z)],

where (x, y, z) runs over the six orderings of the pairs (i, Ω_i), (a, Ω_a), (b, Ω_b). Exchanging two pairs only reorders the sum, so β does not change. For instance,

β_ijk(−ω_σ; ω₁, ω₂) = β_jik(ω₁; −ω_σ, ω₂).

The left side describes sum-frequency generation. On the right, fields at ω_σ and ω₂ produce a dipole at the difference frequency ω₁. The same number governs both processes.

This was tested on a four-state model with complex dipole matrices and excitation energies of 4.0, 5.5 and 7.2 eV, by solving the driven Schrödinger equation directly. The process 0.50 + 0.75 = 1.25 eV and its two difference-frequency partners agree with the sum over states to a relative deviation below 10⁻⁸. Exchanging two indices without their frequencies changes β by 1.64 times its own modulus in this model. The figure is this large because the dipole matrices are complex: β then has an imaginary part, of first order in the frequencies, that nearly reverses its sign under the exchange. With real dipole matrices β is real and the change is of second order in the frequencies. For the real parts of the same matrices it is 0.36. In the static limit all Ω vanish, each denominator is ω_m ω_n, and the indices alone may be permuted.

The symmetry needs transparency. Slow switching replaces each input frequency ω_a by ω_a + iη with small η > 0, so Ω_i becomes −ω_σ − 2iη. After a permutation, this quantity with a negative imaginary part would stand for an input, whereas a physical input needs a positive one. The permuted expressions describe the same physical response only where η can be dropped, which is away from resonance.

**7. Two states at any frequencies**

Keep one excited state |1⟩ with gap W. Let the transition dipole μ₀₁ be real and lie along z, and let Δμ = ⟨1|μ_z|1⟩ − ⟨0|μ_z|0⟩ = ⟨1|d_z|1⟩. Then

β_zzz = μ₀₁² Δμ S, with S = Σ_perm 1/[(W + p)(W − r)],

where p, q, r are the values of Ω at the left, middle and right positions. Let D = (W² − p²)(W² − q²)(W² − r²), which is the same for all orderings. Each term becomes

1/[(W + p)(W − r)] = (W − p)(W + r)(W² − q²)/D.

Add the ordering with p and r exchanged. The terms linear in W cancel:

(W − p)(W + r) + (W − r)(W + p) = 2W² − 2pr.

Three choices of the middle frequency q remain:

S·D = 2 Σ_q (W² − pr)(W² − q²) = 2 Σ_q [W⁴ − W²(q² + pr) + pqr·q].

The last part vanishes because pqr is common to the three terms and the frequencies sum to zero. Let s = p² + q² + r². Squaring p + q + r = 0 gives pq + qr + rp = −s/2. Thus S·D = 6W⁴ − 2W²(s − s/2), and

β_zzz = μ₀₁² Δμ W² (6W² − s) / [(W² − p²)(W² − q²)(W² − r²)].

Three cases follow.

Static field, with all frequencies zero:

β_zzz(0) = 6 μ₀₁² Δμ / W².

Second-harmonic generation, with frequencies (−2ω, ω, ω) and s = 6ω². One factor W² − ω² cancels:

β_zzz(−2ω; ω, ω) = 6 μ₀₁² Δμ W² / [(W² − 4ω²)(W² − ω²)].

Optical rectification, with frequencies (0, ω, −ω) and s = 2ω²:

β_zzz(0; ω, −ω) = 2 μ₀₁² Δμ (3W² − ω²) / (W² − ω²)².

At low frequency, expansion of the general formula gives

β_zzz/β_zzz(0) ≈ (1 − s/6W²)(1 + s/W²) ≈ 1 + 5s/(6W²).

The leading correction is 5ω²/W² for the second harmonic and 5ω²/(3W²) for rectification. The second harmonic also has a resonance at ω = W/2, where these undamped formulas fail.

**8. The gap-cubed form**

For a transition dipole along z, the axial oscillator strength is f_z = 2Wμ₀₁². Substituting μ₀₁² = f_z/(2W) into the static result gives the Oudar–Chemla form

β_zzz(0) = 3 f_z Δμ / W³.

The orientation-averaged oscillator strength is f = (f_x + f_y + f_z)/3 = f_z/3, because f_x and f_y vanish here. In terms of f,

β_zzz(0) = 9 f Δμ / W³.

Without the ½ in the definition of β the prefactors are 3/2 and 9/2. For the second harmonic the same substitution gives

β_zzz(−2ω; ω, ω) = 3 f_z Δμ W / [(W² − 4ω²)(W² − ω²)].

Two powers of the gap come from the energy denominators and the third from writing μ₀₁² in terms of f. At fixed transition dipole the law is therefore 1/W², and at fixed oscillator strength it is 1/W³.

For real dipoles in general directions, each Cartesian component of Δμ stands in the middle of two of the six static orderings:

β_ijk(0) = (2/W²)(Δμ_i μ_j μ_k + μ_i Δμ_j μ_k + μ_i μ_j Δμ_k),

where μ_j is a component of the transition dipole. If Δμ is perpendicular to a transition dipole along z, then β_zzz vanishes, but for Δμ along x the component β_xzz = 2Δμ_x μ₀₁²/W² does not.

**9. Why the three factors are not independent**

Consider one electron on two sites a distance R apart, with site energies ±Δ/2, Δ ≥ 0, coupling −t and negligible overlap. The two energies are ±W/2 with

W = √(Δ² + 4t²).

Let P be +1 on the upper site and −1 on the lower one, and orient the axis so that the dipole is RP/2. The term ΔP/2 in H gives ⟨P⟩ = 2 ∂E/∂Δ, which is −Δ/W in the ground state and +Δ/W in the excited state. Hence Δμ = RΔ/W. Since P² = 1 and there are only two states,

μ₀₁² = (R²/4)(1 − ⟨P⟩²) = (R²/4)(1 − Δ²/W²) = R²t²/W².

The static result becomes

β = 6R³ t² Δ / W⁵.

It vanishes for Δ = 0, where the two sites are equivalent and Δμ = 0. For Δ > 0 it also vanishes at t = 0, where the transition has no strength. At fixed t and R, setting the derivative with respect to Δ to zero gives W² = 5Δ², and so Δ = t. There W = √5 t and β = 6R³/(5^(5/2) t²) ≈ 0.107 R³/t². At fixed R and t the gap cannot fall below 2t, and lowering it by reducing Δ raises β only up to this maximum. The maximum itself grows as 1/t² when t is reduced. The gap-cubed law compares systems with equal f and Δμ.

The model also gives Δμ² + 4μ₀₁² = R², which can be checked on calculated dipoles.

**10. Worked example: an electron in two wells**

One electron moves in one dimension in two Gaussian wells, 22 eV deep on the right and 20 eV deep on the left. The wells are 2.5 Å apart and have a width parameter of 0.6 Å. The numerical output lists all values. The mean position of the electron is +0.87 Å in the ground state and −0.86 Å in the first excited state. Excitation moves negative charge to the left, so Δμ is positive:

W = 2.082 eV, μ₀₁ = 0.880 e Å, Δμ = 1.726 e Å.

With dipoles in e Å and energies in eV, the oscillator strength contains ħ²/m = 7.620 eV Å²:

f_z = 2 × 2.082 × 0.880² / 7.620 ≈ 0.42.

The static two-state value is

β = 6 × 0.880² × 1.726 / 2.082² ≈ 1.85 e³ Å³/eV².

The gap-cubed form, with the same factor ħ²/m restored, gives

β = 3 × 7.620 × 0.4236 × 1.726 / 2.082³ ≈ 1.85 e³ Å³/eV².

In atomic units this is about 9260.

The dipoles imply an effective site distance √(1.726² + 4 × 0.880²) ≈ 2.47 Å, close to the well separation of 2.5 Å. This quantity is the distance between the centres of the two localized combinations of states 0 and 1, so these centres lie near the wells, as the two-site picture assumes. The agreement does not by itself make the two-state β accurate: with a left well 14 eV deep the distance is still 2.44 Å, while the two-state value is 44% too large.

The full sum over states gives 1.78 e³ Å³/eV², or about 8890 atomic units, and agrees with the second derivative of the dipole in a static field. It divides as

1.852 − 0.070 − 0.003 = 1.779 e³ Å³/eV².

The first number is the two-state term, the second collects terms in which state 1 appears once, and the third contains no state 1. The two-state form is too large by 4% relative to the full value. It works although state 1 carries less than half of the total oscillator strength, which is 1 for this electron. The next state lies at 12.0 eV. Replacing one denominator W by this or a higher excitation energy multiplies a term by at most 2.08/12.0 ≈ 0.17, and replacing both multiplies it by at most 0.03, before differences in the dipoles are counted. The negative sign of the corrections comes from the dipole products, since all static denominators are positive. A system with a second low-lying strong transition would not have this protection.

At a photon energy of 0.5 eV the two-state second-harmonic factor is

W⁴/[(W² − 4ω²)(W² − ω²)] = 18.79/(3.334 × 4.084) ≈ 1.38,

so β rises from 1.85 to 2.56 e³ Å³/eV². The low-frequency estimate 1 + 5ω²/W² ≈ 1.29 is too small, because 2ω is already about half the gap. The full sum gives 2.47 e³ Å³/eV², and the two-state error is 3% relative to it.

These percentages belong to this model. It has one electron in a fixed potential, so it leaves out electron–electron interaction, nuclear motion and the fields of neighbouring molecules.

Computed values

```
FOUR-STATE TEST, COMPLEX DIPOLES
excitation energies: [4.  5.5 7.2] eV
frequencies: 0.50 + 0.75 = 1.25 eV
|beta| from sum over states: 0.195365 e^3 A^3/eV^2
|beta| driven, sum frequency: 0.195365 e^3 A^3/eV^2
|beta| driven, difference 0.50 eV: 0.195365 e^3 A^3/eV^2
|beta| driven, difference 0.75 eV: 0.195365 e^3 A^3/eV^2
largest relative deviation (complex): 6.2e-09
relative change, indices alone swapped: 1.641
STATIC TWO-STATE TENSOR TEST
beta_xyz formula: 0.014667 e^3 A^3/eV^2
beta_xyz from energy derivative: 0.014667 e^3 A^3/eV^2
ONE ELECTRON IN TWO WELLS: INPUTS
well depths: 22.0 (right), 20.0 (left) eV
Gaussian width parameter: 0.6 A
well separation: 2.5 A
box length: 14.0 A; grid points: 139
hbar^2/m: 7.61996 eV A^2
STATES
ground energy: -13.5889 eV
gap W: 2.0819 eV
second excitation energy: 12.0227 eV
mean position, ground: 0.8691 A
mean position, first excited: -0.8570 A
transition dipole |mu01|: 0.8804 e A
dipole change: 1.7261 e A
axial oscillator strength f_z: 0.4236
orientation-averaged f: 0.1412
sum of all f_z: 1.000000
STATIC HYPERPOLARIZABILITY
two-state: 1.8522 e^3 A^3/eV^2
two-state, finite field: 1.8522 e^3 A^3/eV^2
cross terms with state 1: -0.0700 e^3 A^3/eV^2
terms without state 1: -0.0028 e^3 A^3/eV^2
full sum: 1.7794 e^3 A^3/eV^2
full, finite field: 1.7794 e^3 A^3/eV^2
two-state / full: 1.0409
two-state, converted: 9255.0 a.u.
full, converted: 8891.2 a.u.
TWO STATES, THREE FREQUENCIES
frequencies: 0.2 + 0.3 = 0.5 eV
closed formula: 1.9963 e^3 A^3/eV^2
driven solution: 1.9963 e^3 A^3/eV^2
SECOND HARMONIC
photon energy: 0.50 eV
two-state: 2.5550 e^3 A^3/eV^2
full sum: 2.4712 e^3 A^3/eV^2
full, driven solution: 2.4712 e^3 A^3/eV^2
enhancement over static, two-state: 1.3795
enhancement over static, full: 1.3888
```
